# Ground-to-excited derivative couplings in TDDFT: transition density form and Pulay terms, part 2

We seek the derivative coupling \(d_n=\langle\Psi_0|\partial_\xi\Psi_n\rangle\), in 1/m, between the ground state and a state \(\Omega_n\) (in J) above it; \(\xi\) is one Cartesian coordinate of one nucleus. States are real, with signs fixed by \(z_{0n}=\int z\rho_{0n}d^3r>0\), where \(\rho_{0n}\) is the transition density. With \(v\) the nuclear potential and \(a_n\) the amplitude of state \(n\),
\[ d_n=\frac1{\Omega_n}\int\rho_{0n}(\mathbf r)\,\partial_\xi v(\mathbf r;\xi)\,d^3r. \tag{1} \]
\[ i\hbar\dot a_n=\Omega_na_n+i\hbar\dot\xi\,d_n,\qquad \rho(t)-\rho_0(\xi(t))=\sum_n(a_n+a_n^*)\rho_{0n}. \tag{3} \]

The model is a single determinant with an adiabatic functional. Real spin orbitals \(\phi_p=\sum_\mu\chi_\mu C_{\mu p}\), energies \(\varepsilon_p\), occupied \(i,j,k\), virtual \(a,b\), use functions \(\chi_\mu\) that move with the nuclei and have overlap matrix \(\mathbf S\). The Fock matrix \(\mathbf F\) (operator \(\hat F\)) depends on \(\mathbf D=\sum_j\mathbf C_j\mathbf C_j^T\). A density-matrix change \(M\) changes it by \(G_{pq}[M]=\sum_{rs}K_{pq,rs}M_{rs}\), with \(K_{pq,rs}=(pq|rs)+f_{pq,rs}-c_x(pr|sq)=K_{rs,pq}\): Coulomb integral, exchange-correlation kernel \(f\), and fraction \(c_x\) of Fock exchange.

With \(\Delta\varepsilon\) the diagonal matrix of \(\varepsilon_a-\varepsilon_i\), \(A_{ai,bj}=\Delta\varepsilon_{ai,bj}+K_{ai,bj}\) and \(B_{ai,bj}=K_{ai,jb}\). The vectors \(Z^\pm=X\pm Y\) obey \((A\pm B)Z^\pm=\Omega Z^\mp\), \(Z^+\!\cdot Z^-=1\), and
\[ \rho_{0n}=\sum_{ai}(X+Y)_{n,ai}\,\phi_a\phi_i . \tag{5} \]
\[ d_n=-\sum_{ai}(X-Y)_{n,ai}\,\tau_{ai}. \tag{7} \]
\[ (Z^-)^T(A+B)^{-1}=(Z^+)^T/\Omega , \tag{8} \]
Equation (1) with (5) is \(d^{\rm CM}=Z^+\cdot v^\xi/\Omega\), \(v^\xi_{ai}=\langle\phi_a|\partial_\xi v|\phi_i\rangle\) (Chernyak–Mukamel).

Here \(\tau_{ai}=\langle\phi_a|d\phi_i/d\xi\rangle=U_{ai}+S^R_{ai}\), \(\partial_\xi C_{\mu q}=\sum_pC_{\mu p}U_{pq}\), and
\[ S^R_{pq}=\sum_{\mu\nu}C_{\mu p}\langle\chi_\mu|\partial_\xi\chi_\nu\rangle C_{\nu q},\quad S^\xi_{pq}=S^R_{pq}+S^R_{qp},\quad S^A_{pq}=\tfrac12(S^R_{pq}-S^R_{qp}). \]
\(S^\xi_{oo}\) is the occupied block; \(F^{(\xi)}_{ai}\) is the derivative of \(\mathbf F\) at fixed \(\mathbf D\), transformed with fixed \(\mathbf C\). The coupled-perturbed equations are
\[ (A+B)U=-b,\qquad b_{ai}=F^{(\xi)}_{ai}-\varepsilon_iS^\xi_{ai}-G_{ai}[S^\xi_{oo}] . \tag{9} \]

For closed-shell singlets in spatial orbitals, sums such as (5) and (7) carry a factor \(\sqrt2\). The final table also lists earlier checks: full CI for H\(_2\), and the polarisability \(\alpha_{zz}=2e^2\sum_nz_{0n}^2/\Omega_n\) for LiH.

**Q.** That is one linear system per coordinate. Must it be solved?

**A.** No. Insert \(U=-(A+B)^{-1}b\) in (7) and use (8):
\[ d=Z^-\!\cdot(A+B)^{-1}b-Z^-\!\cdot S^R=\sum_{ai}P_{ai}b_{ai}-\sum_{ai}Z^-_{ai}S^R_{ai},\qquad P=Z^+/\Omega. \tag{10} \]
The excitation vector already solves the adjoint linear system. Two rearrangements bring this to its final form. The first replaces the response \(G[S^\xi_{oo}]\), which would be needed for each coordinate, by a single response for the excited state; the second separates the symmetric overlap derivative from the antisymmetric one. The derivative matrices \(F^{(\xi)}\), \(S^\xi\) and \(S^A\) are still needed for each coordinate. First, \(G\) of a symmetric matrix is symmetric: in \(G_{qp}\) the exchange part \(\sum(qr|sp)M_{rs}\) turns into \(\sum(pr|sq)M_{rs}\) on renaming \(r\leftrightarrow s\). With \(\bar P_{ai}=\bar P_{ia}=\tfrac12P_{ai}\) and the symmetry of \(K\),
\[ \sum_{ai}P_{ai}G_{ai}[S^\xi_{oo}]=\sum_{pq}\bar P_{pq}\sum_{jk}K_{pq,jk}S^\xi_{jk}=\sum_{jk}S^\xi_{jk}G_{jk}[\bar P]. \]
Second, \(S^R_{ai}=\tfrac12S^\xi_{ai}+S^A_{ai}=\tfrac12S^\xi_{ai}-S^A_{ia}\). Collecting all terms with the symmetric overlap derivative gives the Send–Furche expression
\[ d=\sum_{ai}P_{ai}F^{(\xi)}_{ai}-\Big[\sum_{jk}W_{jk}S^\xi_{jk}+\sum_{ai}W_{ai}S^\xi_{ai}\Big]+\sum_{ai}Z^-_{ai}S^A_{ia}, \tag{11} \]
\[ W_{jk}=G_{jk}[\bar P],\qquad W_{ai}=\varepsilon_iP_{ai}+\tfrac12Z^-_{ai}, \]
with each pair \(ai\) counted once. The first two terms have the shape of an energy gradient, with \(P\) in the place of a density matrix and \(W\) in the place of an energy-weighted one; \(P\) has the unit 1/J and \(W\) is dimensionless. The last term uses the antisymmetric overlap derivative, which is not the derivative of a matrix element.

For a closed-shell singlet in spatial orbitals the right side of (11) is multiplied by \(\sqrt2\). In the occupied block both spins contribute \(S^\xi_{oo}\) to the change of the total density matrix, so \(W_{jk}=\mathcal G_{jk}[2\bar P]\), where \(\mathcal G\) is the response to a change of the total density matrix, with kernel \((pq|rs)+f_{pq,rs}-\tfrac12c_x(pr|sq)\). With \(\mathbf D\) now the total density matrix, \(\hat h\) the kinetic energy plus \(v\), and a local functional,
\[ F^{(\xi)}_{\mu\nu}=h^\xi_{\mu\nu}+\sum_{\kappa\lambda}D_{\kappa\lambda}\,\partial_\xi\big[(\mu\nu|\kappa\lambda)-\tfrac12c_x(\mu\kappa|\lambda\nu)\big]+V^{(\xi)}_{\mu\nu}, \]
\[ h^\xi_{\mu\nu}=\langle\chi_\mu|\partial_\xi v|\chi_\nu\rangle+\langle\partial_\xi\chi_\mu|\hat h|\chi_\nu\rangle+\langle\chi_\mu|\hat h|\partial_\xi\chi_\nu\rangle, \]
\[ V^{(\xi)}_{\mu\nu}=\int\big[v_{xc}\,\partial_\xi(\chi_\mu\chi_\nu)+f\rho^{(\xi)}\chi_\mu\chi_\nu\big]d^3r,\qquad\rho^{(\xi)}=\sum_{\kappa\lambda}D_{\kappa\lambda}\partial_\xi(\chi_\kappa\chi_\lambda). \]
The first piece of \(h^\xi\) is \(d^{\rm CM}\). Everything else in (11) contains \(\partial_\xi\chi\), and these are the Pulay terms. If the quadrature grid for \(V\) moves with the atoms, derivatives of its points and weights must be added; in the numbers below the grid is held fixed in space.

**Q.** I would expect each Pulay term to die out as the basis becomes complete.

**A.** That is not what happens. The functions still move in a complete basis, and \(\langle\chi_\mu|\partial_\xi\chi_\nu\rangle\) has no reason to shrink; it is the sum that vanishes. Suppose every \(\partial_\xi\chi_\nu\) lies in the span of the basis. Then at fixed coefficients \(\partial_\xi\phi_q=\sum_p\phi_pS^R_{pq}\). In \(F_{ai}=\langle\phi_a|\hat F|\phi_i\rangle\) the bra gives \(\sum_pS^R_{pa}F_{pi}=\varepsilon_iS^R_{ia}\), the ket gives \(\varepsilon_aS^R_{ai}\), and the operator gives \(v^\xi_{ai}\) plus the response to the change of \(\sum_j\phi_j\phi_j\), whose components are \(M_{jk}=S^\xi_{jk}\) and \(M_{bj}=M_{jb}=S^R_{bj}\):
\[ F^{(\xi)}_{ai}=v^\xi_{ai}+\varepsilon_iS^R_{ia}+\varepsilon_aS^R_{ai}+G_{ai}[S^\xi_{oo}]+\sum_{bj}(K_{ai,bj}+K_{ai,jb})S^R_{bj}. \]
In \(b\) of (9) the occupied block cancels, and subtracting \(\varepsilon_i(S^R_{ai}+S^R_{ia})\) leaves \((\varepsilon_a-\varepsilon_i)S^R_{ai}\). Hence \(b=v^\xi+(A+B)S^R\). In (10), \(P\cdot(A+B)S^R=Z^-\cdot S^R\) because \((A+B)Z^+=\Omega Z^-\), and this cancels the last term, so \(d=d^{\rm CM}\).

In general, split \(\partial_\xi\phi_q\) at fixed coefficients into its projection on the span and a remainder \(\eta_q\) orthogonal to it. The remainder does not enter \(S^R\), and \(F^{(\xi)}\) is linear in the orbital derivatives, so
\[ d-d^{\rm CM}=\sum_{ai}P_{ai}\Big[\langle\eta_a|\hat F-\varepsilon_i|\phi_i\rangle+\langle\phi_a|\hat F|\eta_i\rangle+\delta F_{ai}[\eta]\Big], \tag{12} \]
where \(\delta F[\eta]\) is the Fock response to \(\sum_j(\eta_j\phi_j+\phi_j\eta_j)\), and \(\varepsilon_i\) could be inserted since \(\langle\eta_a|\phi_i\rangle=0\). The first term is a product of \(\eta_a\) with the residual of the orbital equation. The other two are linear in \(\eta_i\), the part of the displacement of the occupied orbitals that the basis cannot represent.

**Q.** The antisymmetric term worries me. If the whole molecule is translated, nothing should be excited.

**A.** Sum (11) over the \(z\) coordinates of all nuclei. Matrix elements do not change under a rigid shift of nuclei and functions, so \(F^{(\xi)}\) and \(S^\xi\) sum to zero, apart from the quadrature error of a fixed grid. Since \(\sum_A\partial_{Z_A}\chi_\nu=-\partial_z\chi_\nu\), and \(\langle\phi_p|\partial_z|\phi_q\rangle\) is antisymmetric by partial integration,
\[ \sum_Ad^A=-\sum_{ai}Z^-_{ai}\langle\phi_i|\partial_z|\phi_a\rangle, \tag{13} \]
a velocity-form transition moment, which is not zero. True states behave alike: a shifted molecule has \(\Psi_n(\mathbf r_k-\mathbf a)\), so \(\sum_Ad^A=-\langle\Psi_0|\sum_k\partial_{z_k}|\Psi_n\rangle\). For a local potential \([H,\sum_kz_k]=-(\hbar^2/m_e)\sum_k\partial_{z_k}\), and the matrix element of the left side is \(-\Omega z_{0n}\), which gives the length form
\[ \sum_Ad^A=-\frac{m_e\Omega}{\hbar^2}\,z_{0n}. \tag{14} \]
For a local Kohn–Sham potential in a complete basis the same commutator with \(\hat F\) gives \(\langle\phi_i|\partial_z|\phi_a\rangle=(m_e/\hbar^2)(\varepsilon_a-\varepsilon_i)z_{ai}\); there \(A-B=\Delta\varepsilon\), and \((A-B)Z^-=\Omega Z^+\) turns (13) into (14). The sum of \(d^{\rm CM}\), which contains \(-\partial_zv\), is the acceleration form.

The meaning follows from (3). At constant velocity \(V\) the stationary solution is \(a=-i\hbar Vd/\Omega\), and with (14) it is \(a=im_eVz_{0n}/\hbar\). This is the first-order amplitude of \(\Psi_n\) in \(e^{im_eV\sum z_k/\hbar}\Psi_0\), the ground state with every electron given momentum \(m_eV\). The admixture describes electrons travelling with the molecule, which real states cannot do by themselves. Deleting the \(S^A\) term from (11) leaves a vector that sums to zero, but that vector is no longer the quantity defined by (7).

**Q.** Can I save effort with the Tamm–Dancoff approximation, putting \(X\) for both \(Z^+\) and \(Z^-\)?

**A.** Identity (8) is lost, because \(U\) is a ground-state property and still obeys (9) with the full \(A+B\). From \(AX=\Omega X\) follows \(X^T(A+B)=\Omega X^T+X^TB\). Multiplying from the right by \((A+B)^{-1}/\Omega\) gives \(X^T(A+B)^{-1}=X^T/\Omega-X^TB(A+B)^{-1}/\Omega\). So \(-X\cdot\tau\) equals (11) evaluated with \(X\) plus \(X^TBU/\Omega\), which needs \(U\). For the hydrogen displacement in LiH treated next, \(-X\cdot\tau=+3.08\times10^8\) m\(^{-1}\) while (11) with \(X\) gives \(+5.12\times10^8\) m\(^{-1}\); their inequality is a tested statement, in LDA and in Hartree–Fock.

**Q.** Show me (11) term by term on a molecule, and something independent to hold it against.

**A.** Take LiH with Li at the origin and H on \(+z\) at \(1.60\times10^{-10}\) m, a rounded value near the equilibrium distance, in adiabatic LDA (Slater exchange, VWN5 correlation) with cc-pVDZ, 19 functions. All numbers belong to this model and are listed in the numerical output after the text. The lowest excitation with a dipole along the axis has \(\Omega=4.95804\times10^{-19}\) J \(=3.09\) eV, \(z_{0n}=5.196\times10^{-11}\) m and \(X\cdot X-Y\cdot Y=1.00519-0.00519=1\). Extra digits are kept to follow cancellations, not as a claim about the molecule. In units of \(10^9\) m\(^{-1}\), in the order one-electron, two-electron, exchange-correlation, \(W\) term, \(S^A\) term:
\[ d^{\rm Li}=1.17822-0.66979-0.45174-0.73403-2.02686=-2.70420, \]
\[ d^{\rm H}=-1.17822+0.66979+0.45173+0.73403-0.41602=+0.2613 . \]
These are \(-0.1431\) and \(+0.0138\) per bohr. The independent value comes from (7): converge the orbitals at displaced geometries, form the overlaps \(O\) of reference orbitals with displaced occupied ones, and difference \(O_{vo}O_{oo}^{-1}\), which is unchanged by any mixing of the displaced occupied orbitals and equals \(\tau\,\delta\xi\) to first order. It gives \(-2.70420\) and \(+0.26130\). The first four terms are opposite for the two atoms, as translation requires, except that the exchange-correlation parts \(-4.51738\times10^8\) and \(+4.51727\times10^8\) m\(^{-1}\) miss by \(1\times10^4\) m\(^{-1}\); this is the one term whose \(\xi\)-derivative is itself taken by quadrature on the fixed grid (\(W_{jk}\) also uses the grid, but it multiplies the analytic \(S^\xi\), which sums to zero over the atoms). The \(S^A\) terms add to \(-2.02686-0.41602=-2.44288\), against \(-2.44289\) from (13).

The Chernyak–Mukamel values in the same basis are
\[ d^{\rm CM,Li}=\frac{-4.59571\times10^{-9}\ \text{N}}{4.95804\times10^{-19}\ \text{J}}=-9.269\times10^9\ \text{m}^{-1},\quad d^{\rm CM,H}=\frac{1.02358\times10^{-10}\ \text{N}}{4.95804\times10^{-19}\ \text{J}}=+2.064\times10^8\ \text{m}^{-1}. \]
For H the net Pulay term is \(5.49\times10^7\) m\(^{-1}\), or 21% of \(d^{\rm H}\). For Li it is \(+6.565\times10^9\) m\(^{-1}\), and \(d^{\rm CM}\) is \(9.269/2.704=3.4\) times the value of (11). That the whole gap comes from the part of \(\partial_\xi\chi\) outside the span was tested: when the basis is deformed with the projected derivative alone and \(F^{(\xi)}\) is taken by finite differences, (11) returns \(-9.26921\times10^9\) and \(+2.06449\times10^8\) m\(^{-1}\), the values of (1). Which \(\eta_i\) in (12) dominates was not computed. None of these values is converged in the basis: in cc-pVTZ and aug-cc-pVTZ, \(\Omega\) is 3.02 eV, \(d^{\rm Li}\) is \(-2.51\) and \(-2.44\times10^9\) m\(^{-1}\), \(d^{\rm H}\) is \(+3.2\) and \(+3.1\times10^8\) m\(^{-1}\), the net Pulay term for H has changed sign, and \(d^{\rm CM,Li}\) is still 2.4 and 2.05 times \(d^{\rm Li}\), so for Li the Pulay sum shrinks slowly along this series. The numbers that follow are again for cc-pVDZ. The three forms of the sum rule are \(-2.44\) (velocity), \(-2.11\) (length) and \(-9.06\) (acceleration); the velocity form is 16% larger in size than the length form, and the acceleration form is 4.3 times it. Hartree–Fock, with a non-diagonal \(A-B\), passes the same tests, with \(d^{\rm Li}=-2.247\times10^9\) and \(d^{\rm CM,Li}=-6.549\times10^9\) m\(^{-1}\). Its \(d^{\rm H}=-3.58\times10^8\) m\(^{-1}\) has the opposite sign to the LDA value in the same basis, and in LDA the sign also changes with the basis, being negative in 6-31G (next answer). These numbers therefore do not settle the sign of the small hydrogen component.

**Q.** The finite difference checks (11) against (7), but (7) came from your own linearisation. What checks (7)?

**A.** A direct integration of the nonlinear equation \(i\hbar\mathbf S\dot{\mathbf C}=(\mathbf F-i\hbar\dot\xi\mathbf R)\mathbf C\), \(R_{\mu\nu}=\langle\chi_\mu|\partial_\xi\chi_\nu\rangle\), with all integrals recomputed as the nucleus moves. For a velocity \(V\) switched on at \(t=0\), (3) with \(a(0)=0\) gives, with \(\theta=\Omega T/\hbar\),
\[ a(T)=-\frac{i\hbar Vd}{\Omega}\big(1-e^{-i\theta}\big)=VdT\,\frac{\sin\theta-i(1-\cos\theta)}{\theta}. \]
For LiH in 6-31G, with a coarse fixed quadrature grid that the LDA run and (11) share, so that the last digits compared belong to that grid, H was moved at \(\pm546.92\) m/s for \(T=1.45133\times10^{-16}\) s, and half the difference of the two runs removes even orders in \(V\). In LDA the amplitude projected from the propagated density matrix is \(a=(-7.1822+2.7567\,i)\times10^{-6}\). Its phase gives \(\tan(\theta/2)=2.7567/7.1822=0.3838\), so \(\theta=0.733\). With \(d=-9.9123\times10^7\) m\(^{-1}\) from (11), \(VdT=-7.868\times10^{-6}\) and \(\sin\theta/\theta=0.9128\), so the predicted real part is \(-7.182\times10^{-6}\), as found. The coupling extracted from the run is \(-9.9122\times10^7\) m\(^{-1}\), whereas (1) in this basis gives \(-1.310\times10^9\) m\(^{-1}\), 13 times as large. In Hartree–Fock the run gives \(-6.1632\times10^8\) m\(^{-1}\), as does (11); its phase, \(\tan(\theta/2)=2.0648/4.2525\) or \(\theta=0.904\), stands to the LDA phase as 1.233, the ratio \(6.56885/5.32580\) of the excitation energies.

**Q.** And is there numerical evidence that the Pulay sum shrinks with the basis while single terms stay?

**A.** H\(_2\) at \(7.40\times10^{-11}\) m in LDA shows the second point sharply and the first in part. Inversion turns a shift of one nucleus along \(+z\) into a shift of the other along \(-z\), and the lowest axial excitation is odd, so each term of (11) is equal for the two atoms. The \(F^{(\xi)}\) and \(W\) terms also sum to zero, so each vanishes, and the \(S^A\) term is the whole coupling: \(-6.356\), \(-5.849\) and \(-5.244\times10^9\) m\(^{-1}\) in 6-31G, cc-pVDZ and cc-pVTZ. Formula (1) gives \(-6.713\), \(-5.755\) and \(-5.325\times10^9\) m\(^{-1}\). The net Pulay term is 5.6%, 1.6% and 1.5% of the value of (11) (0.0160 and 0.0155 for the last two), and its sign alternates along the series. The tested statement is that the share in cc-pVTZ is below that in 6-31G; three points with alternating sign give no rate of convergence. A small share also does not mean a converged coupling: from cc-pVDZ to cc-pVTZ, \(d\) falls in size by 10% of the cc-pVDZ value and \(\Omega\) falls from \(2.103\) to \(2.008\times10^{-18}\) J. Diffuse functions move both much further: in aug-cc-pVTZ \(d=-2.88\times10^9\) m\(^{-1}\), 45% smaller in size than in cc-pVTZ, with \(\Omega=1.740\times10^{-18}\) J and a Pulay share of 1.0%. Equation (11) gives the coupling that governs the motion within a given moving basis, and it leaves the errors of that basis and of the adiabatic functional in \(X\), \(Y\) and \(\Omega\) untouched.

## Table of computed values

```
H2 R = 7.40e-11 m, full CI, space-fixed cc-pVDZ, nucleus 2 moved along +z
  Omega = 2.23066e-18 J, <0|dH|n> = -1.31700e-08 N
  d CM = -5.90411e+09 1/m, d finite difference = -5.90411e+09 1/m
LiH R = 1.60e-10 m, cc-pVDZ, 19 AOs, 23536 grid points
[LDA] Omega = 4.95804e-19 J = 3.0946 eV, <0|sum z|n> = 5.19624e-11 m
  X.X = 1.00519, Y.Y = 0.00519
  alpha_zz: states 4.46933e-40, finite field 4.46957e-40 C^2 m^2/J
  Li: h +1.17822e+09, 2e -6.69790e+08, xc -4.51738e+08 1/m
  Li: -W.S -7.34030e+08, SA -2.02686e+09 1/m
  Li: int rho_0n dv = -4.59571e-09 N
  Li: d SF = -2.70420e+09 1/m = -0.14310 1/bohr, finite diff. -2.70420e+09 1/m
  Li: d CM = -9.26921e+09, SF in-span -9.26921e+09, net Pulay +6.56501e+09 1/m
  H: h -1.17822e+09, 2e +6.69790e+08, xc +4.51727e+08 1/m
  H: -W.S +7.34030e+08, SA -4.16022e+08 1/m
  H: int rho_0n dv = +1.02358e-10 N
  H: d SF = +2.61303e+08 1/m = +0.01383 1/bohr, finite diff. +2.61304e+08 1/m
  H: d CM = +2.06449e+08, SF in-span +2.06449e+08, net Pulay +5.48541e+07 1/m
  TDA, H: Omega 5.06656e-19 J, -X.tau +3.08277e+08, SF form +5.11775e+08 1/m
  sum SF -2.44290e+09, velocity form -2.44289e+09 1/m
  length form -2.11026e+09, acceleration (sum CM) -9.06277e+09 1/m
[HF] Omega = 6.42285e-19 J = 4.0088 eV, <0|sum z|n> = 4.14654e-11 m
  X.X = 1.00297, Y.Y = 0.00297
  alpha_zz: states 2.91255e-40, finite field 2.91261e-40 C^2 m^2/J
  Li: d SF = -2.24702e+09 1/m = -0.11891 1/bohr, finite diff. -2.24702e+09 1/m
  Li: d CM = -6.54918e+09, SF in-span -6.54918e+09, net Pulay +4.30217e+09 1/m
  H: d SF = -3.58002e+08 1/m = -0.01894 1/bohr, finite diff. -3.58002e+08 1/m
  H: d CM = -3.76149e+08, SF in-span -3.76149e+08, net Pulay +1.81471e+07 1/m
  TDA, H: Omega 6.48242e-19 J, -X.tau -2.86482e+08, SF form -1.41302e+08 1/m
  sum SF -2.60502e+09, velocity form -2.60502e+09 1/m
  length form -2.18147e+09, acceleration (sum CM) -6.92533e+09 1/m
LiH 6-31G dynamics: v = 546.92 m/s, T = 1.45133e-16 s
  [LDA] Omega 5.32580e-19 J, a_n(T) = -7.1822e-06 +2.7567e-06i
  [LDA] d dynamics -9.91223e+07, SF -9.91226e+07, CM -1.31016e+09 1/m
  [HF] Omega 6.56885e-19 J, a_n(T) = -4.2525e-05 +2.0648e-05i
  [HF] d dynamics -6.16322e+08, SF -6.16323e+08, CM -1.74378e+09 1/m
H2 LDA 6-31g: Omega 2.32070e-18 J, |Pulay/SF| = 0.0562
  SF -6.35573e+09, SA -6.35573e+09, CM -6.71265e+09, length/2 -6.62327e+09 1/m
H2 LDA cc-pvdz: Omega 2.10280e-18 J, |Pulay/SF| = 0.0160
  SF -5.84854e+09, SA -5.84854e+09, CM -5.75493e+09, length/2 -5.67126e+09 1/m
H2 LDA cc-pvtz: Omega 2.00770e-18 J, |Pulay/SF| = 0.0155
  SF -5.24377e+09, SA -5.24377e+09, CM -5.32489e+09, length/2 -5.29673e+09 1/m
```
